\section*{When a converged Kohn-Sham state is a local energy minimum, part 2}

A self-consistent Kohn-Sham state is stationary, but it may be a minimum or a saddle point. For small charge distortions this depends on the sign of $K=-\chi_0^{-1}+v+f_{xc}$, where $\chi_0$ is the static response of the independent Kohn-Sham electrons, $v$ the electron-electron interaction and $f_{xc}$ the exchange-correlation kernel. Hartree atomic units are used.

Space is a grid of $M$ points with spacing $h$, and a dot denotes $\sum_j$. The matrix $H=T+\mathrm{diag}(v_s)$ has real orthonormal eigenvectors $\varphi_k$, eigenvalues $\varepsilon_k$ and occupations $f_k$. The site charges are $\rho_j=\sum_kf_k\varphi_k(j)^2$, and a local potential $u$ has elements $u_{ik}=\sum_j\varphi_i(j)u_j\varphi_k(j)$. At fixed occupations
\begin{equation}
\chi_0(j,l)=\sum_{k\neq m}\frac{f_k-f_m}{\varepsilon_k-\varepsilon_m}\,\varphi_k(j)\varphi_m(j)\,\varphi_k(l)\varphi_m(l).
\label{sos}
\end{equation}
With the $N_o=N/2$ lowest orbitals $i$ doubly occupied, the others $a$ empty, and $D_{ai}=\varepsilon_a-\varepsilon_i>0$,
\begin{equation}
\chi_0(j,l)=-4\sum_{ai}\frac{\varphi_a\varphi_i(j)\,\varphi_a\varphi_i(l)}{D_{ai}},\qquad
u\cdot\chi_0u=-4\sum_{ai}\frac{u_{ai}^2}{D_{ai}}\le0 .
\label{form}
\end{equation}
The null space of $\chi_0$ is the set of $u$ with all $u_{ai}=0$. Let $P=\sum_i\varphi_i\varphi_i^T$, and join two sites when $P_{jl}\neq0$. If this connects the grid, the null space is exactly the constants.

The dimer has two sites with potentials $\pm\delta$, hopping $t$, charges $1\pm y$ and two electrons in the lower orbital. Its gap at $\delta=0$ is $D=2t$. The kernel has eigenvalue $g$ on $(1,-1)$, and $K=t+g$. Near $y=0$ the kinetic energy rises by $ty^2$, and a relative phase $\phi$ between the sites costs $t\phi^2$. At $g=-t$ higher orders decide.

The modulated ring has $L=12$ bohr, $M=24$, $h=0.5$ bohr, $N=6$, a soft-Coulomb interaction, local exchange $E_x=-\tfrac34A\int n^{4/3}dx$ with $A=1$, and $v_{ext}=0.3\cos(2\pi x/L)+0.1\sin(4\pi x/L)$ Ha. Its $P$ is connected and its gap is $0.349$ Ha.

\section{Second-order energy under orbital rotations}

\subsection*{Assumptions}
The energy of a closed-shell determinant with occupied projector $P$ is
\begin{equation}
E[P]=2\,\mathrm{tr}(TP)+v_{ext}\cdot\rho+E_{Hxc}[\rho],\qquad\rho_j=2P_{jj},
\end{equation}
with $E_{Hxc}$ a twice continuously differentiable function of the charges near $\rho_0$. Its gradient is $v_{Hxc}$ and its Hessian is the symmetric matrix $F=v+f_{xc}$. The reference $P_0$ is self-consistent: it projects on the $N_o$ lowest eigenvectors of $H=T+\mathrm{diag}(v_{ext}+v_{Hxc}[\rho_0])$, with a gap. Functionals with nonlocal exchange depend on the off-diagonal elements of $P$ and fall outside this assumption.

\subsection*{Coordinates}
Let $C_o$ and $C_v$ hold the occupied and empty orbitals as columns, and let $\kappa$ be a complex matrix with elements $\kappa_{ai}$. The columns of $C=C_o+C_v\kappa$ have overlap $C^\dagger C=1+\kappa^\dagger\kappa$, and the projector on their span is $P=C(1+\kappa^\dagger\kappa)^{-1}C^\dagger$. Every rank-$N_o$ projector near $P_0$ arises in this way. Write $PC_o=C_oX+C_vY$; the matrix $X=C_o^\dagger PC_o$ is near the identity and so invertible, and the columns of $PC_oX^{-1}=C_o+C_vYX^{-1}$ span the range of $P$, so $\kappa=YX^{-1}$. Expanding $(1+\kappa^\dagger\kappa)^{-1}=1-\kappa^\dagger\kappa+\dots$,
\begin{align}
P&=P_0+P_1+P_2+O(\kappa^3),\nonumber\\
P_1&=C_v\kappa C_o^\dagger+C_o\kappa^\dagger C_v^\dagger,\qquad
P_2=C_v\kappa\kappa^\dagger C_v^\dagger-C_o\kappa^\dagger\kappa C_o^\dagger .
\end{align}

\subsection*{Expansion}
With $\Delta P=P-P_0$ and $\Delta\rho_j=2\Delta P_{jj}$, Taylor's theorem gives $E_{Hxc}[\rho]=E_{Hxc}[\rho_0]+v_{Hxc}\cdot\Delta\rho+\tfrac12\Delta\rho\cdot F\Delta\rho+o(\Delta\rho^2)$. The terms linear in $\Delta P$ combine into the Kohn-Sham Hamiltonian, because $v_s\cdot\Delta\rho=2\,\mathrm{tr}(\mathrm{diag}(v_s)\Delta P)$:
\begin{equation}
E-E_0=2\,\mathrm{tr}(H\Delta P)+\tfrac12\Delta\rho\cdot F\Delta\rho+o(\kappa^2).
\end{equation}
The first-order term $2\,\mathrm{tr}(HP_1)$ vanishes since $C_o^\dagger HC_v=0$; this is stationarity. In second order,
\begin{equation}
\mathrm{tr}(HP_2)=\sum_a\varepsilon_a\sum_i|\kappa_{ai}|^2-\sum_i\varepsilon_i\sum_a|\kappa_{ai}|^2=\sum_{ai}D_{ai}|\kappa_{ai}|^2 .
\end{equation}
In the kernel term only the first-order charge is needed. For real reference orbitals, $\delta\rho_j=2(P_1)_{jj}=2\sum_{ai}(\kappa_{ai}+\kappa_{ai}^*)\varphi_a\varphi_i(j)$. Write $\kappa=\alpha+i\beta$, treat $\alpha,\beta$ as real vectors indexed by $(ai)$ and $D$ as a positive diagonal matrix, and define $B_{j,ai}=4\varphi_a(j)\varphi_i(j)$. Then
\begin{equation}
\delta\rho=B\alpha,\qquad E_2=2\alpha^TD\alpha+2\beta^TD\beta+\tfrac12\,\delta\rho\cdot F\,\delta\rho,
\label{E2}
\end{equation}
and comparison with (\ref{form}), where $16\varphi\varphi\,\varphi\varphi=BB^T$ term by term, gives
\begin{equation}
\chi_0=-\tfrac14BD^{-1}B^T .
\label{chiB}
\end{equation}
On the dimer $B\alpha=2\alpha\,(1,-1)$, so $y=2\alpha$ and $2D\alpha^2=4t\,y^2/4=ty^2$. The orbital $(1,e^{i\phi})/\sqrt2$ equals, up to a phase, the bonding orbital plus $-i\phi/2$ times the antibonding one, so $2D\beta^2=4t\phi^2/4=t\phi^2$. Both match the first section.

\subsection*{The space on which $\chi_0$ is inverted}
Let $R$ be the range of $\chi_0$. For a symmetric matrix the range is the orthogonal complement of the null space. The null space is $\{u:B^Tu=0\}$, because $(B^Tu)_{ai}=4u_{ai}$, and its orthogonal complement is the range of $B$. So $R$ is exactly the set of first-order charge changes that rotations can produce. For a connected $P$ it is the space of neutral vectors, of dimension $M-1$. On $R$ the operator $X=-\chi_0$ is positive definite, and
\begin{equation}
K=X^{-1}+F_R,
\end{equation}
with $F_R$ the restriction of the quadratic form $F$ to $R$. The sign of $F$ or $K$ on charged vectors plays no part.

\subsection*{Splitting the rotation}
For $\delta\rho\in R$ define $\alpha_{min}=\tfrac14D^{-1}B^TX^{-1}\delta\rho$. By (\ref{chiB}), $B\alpha_{min}=\tfrac14BD^{-1}B^TX^{-1}\delta\rho=XX^{-1}\delta\rho=\delta\rho$. For any $\alpha$ with $B\alpha=\delta\rho$ the remainder $\alpha_\perp=\alpha-\alpha_{min}$ obeys $B\alpha_\perp=0$. The cross term vanishes and the square is known:
\begin{align}
\alpha_\perp^TD\,\alpha_{min}&=\tfrac14(B\alpha_\perp)\cdot X^{-1}\delta\rho=0,\\
2\alpha_{min}^TD\,\alpha_{min}&=\tfrac2{16}\,\delta\rho\cdot X^{-1}(BD^{-1}B^T)X^{-1}\delta\rho=\tfrac2{16}\,4\;\delta\rho\cdot X^{-1}\delta\rho=\tfrac12\,\delta\rho\cdot X^{-1}\delta\rho .
\label{minkin}
\end{align}
Inserting these in (\ref{E2}),
\begin{equation}
E_2=\tfrac12\,\delta\rho\cdot K\,\delta\rho+2\alpha_\perp^TD\,\alpha_\perp+2\beta^TD\beta .
\label{split}
\end{equation}
The rotation $\alpha_{min}$ has a direct meaning. If $\delta\rho=\chi_0u$, then $X^{-1}\delta\rho=-u$ up to a null vector and $(\alpha_{min})_{ai}=-u_{ai}/D_{ai}$, the first-order orbital change in the potential $u$. The cheapest way to produce a density change is the one a local potential would choose.

\subsection*{The theorem}
The map $\kappa\mapsto(\delta\rho,\alpha_\perp,\beta)$ is a linear bijection, and the last two terms of (\ref{split}) are positive definite in their variables.

If $K>0$ on $R$, $E_2$ is a positive definite form on a finite-dimensional space, so $E_2\ge c\|\kappa\|^2$ with $c>0$. The remainder is below $\tfrac12c\|\kappa\|^2$ for small $\kappa$, so $E-E_0\ge\tfrac12c\|\kappa\|^2$. The Kohn-Sham state is a strict local minimum among closed-shell determinants.

If $\delta\rho\cdot K\delta\rho<0$ for some $\delta\rho\in R$, take $\kappa=s\,\alpha_{min}(\delta\rho)$. Then $E-E_0=\tfrac12s^2\delta\rho\cdot K\delta\rho+o(s^2)<0$ for small $s$, while the energy rises along $\beta$. The state is a saddle point. Hence $K\ge0$ is necessary for a minimum, $K>0$ is sufficient, and a zero mode is left to higher orders, as on the dimer at $g=-t$.

The number of unstable directions is also fixed. The number of negative eigenvalues of a symmetric matrix is the largest dimension of a subspace on which its form is negative definite, and this does not depend on coordinates. If $K$ has $\nu$ negative eigenvalues, their eigenvectors mapped by $\alpha_{min}$ span such a subspace of dimension $\nu$. A larger one would intersect the subspace of codimension $\nu$ on which $\delta\rho$ has no component along those eigenvectors, and there $E_2\ge0$. So the orbital Hessian and $K$ have equally many negative eigenvalues.

\subsection*{Tests}
The modulated ring has $3\times21=63$ real rotations and $23$ neutral directions, which leaves $40$ directions $\alpha_\perp$. Formula (\ref{E2}) is tested against central differences of the total energy along a random complex $\kappa$ of unit norm, to $10^{-4}$ Ha. The full real Hessian $\mathcal H$, defined by $E_2=\tfrac12\alpha^T\mathcal H\alpha$, is built from energy differences alone. For positive $\mathcal H$, a Lagrange multiplier $\lambda$ for the constraint $B\alpha=\delta\rho$ gives $\alpha=\mathcal H^{-1}B^T\lambda$ and $\lambda=(B\mathcal H^{-1}B^T)^{-1}\delta\rho$, so the constrained minimum is $\tfrac12\delta\rho\cdot(B\mathcal H^{-1}B^T)^{-1}\delta\rho$. By (\ref{split}) the matrix $(B\mathcal H^{-1}B^T)^{-1}$ on $R$ must equal $K$, and it does to $10^{-4}$ of the largest element of $K$. The lowest eigenvalues, for site charges as variables, are $-1.44$ Ha for $F_R$, $+1.29$ Ha for $K$ and $+1.41$ Ha for $\mathcal H$. The kernel is indefinite and the state is stable, held by the kinetic term $X^{-1}$.

\section{The same result in the density}

Let $P$ be connected. The map from neutral potentials to neutral charge changes has the Jacobian $\chi_0$, invertible on $R$, so by the inverse function theorem every $\rho$ near $\rho_0$ with the same $N$ is the gapped ground-state density of a potential $v[\rho]$, unique near $v_s$ up to a constant. Define $T_s[\rho]=2\sum_i\varepsilon_i[v]-v\cdot\rho$, the kinetic energy of that ground state. It is the least kinetic energy compatible with $\rho$. For any density matrix $\gamma$ with $0\le\gamma\le1$, trace $N_o$ and $2\gamma_{jj}=\rho_j$,
\begin{equation}
2\,\mathrm{tr}(T\gamma)=2\sum_k\varepsilon_k\gamma_{kk}-v\cdot\rho\ \ge\ 2\sum_i\varepsilon_i-v\cdot\rho=T_s[\rho],
\label{ensemble}
\end{equation}
because weights $\gamma_{kk}\in[0,1]$ of total $N_o$ give the smallest sum when placed on the lowest levels. The Hellmann-Feynman theorem gives $d(2\sum_i\varepsilon_i)=\rho\cdot dv$, so
\begin{equation}
dT_s=\rho\cdot dv-dv\cdot\rho-v\cdot d\rho=-v\cdot d\rho .
\end{equation}
The gradient of $T_s$ on neutral directions is $-v[\rho]$, and its Hessian is $-\partial v/\partial\rho=-\chi_0^{-1}=X^{-1}$, in agreement with (\ref{minkin}). For $E[\rho]=T_s+v_{ext}\cdot\rho+E_{Hxc}$ the gradient $-v+v_{ext}+v_{Hxc}$ vanishes on $R$ at self-consistency, and the Hessian is $K$. With $K>0$, $\rho_0$ is a strict local minimum of $E[\rho]$, and by (\ref{ensemble}) no spin-restricted state with a nearby density lies lower, fractional occupations included. Negativity of $\chi_0$ is the local convexity of $T_s$.

The test finds $v[\rho]$ with a numerical root finder that does not use (\ref{sos}) and differentiates $T_s$ along a random neutral unit vector. The slope matches $-v_s$ to $10^{-3}$ Ha, and the curvature is $8.758$ Ha both from the inversion and from $-\chi_0^{-1}$.

\section{Screening}

A change $u$ of the external potential induces $\delta\rho$, which changes $v_s$ by $u+F\delta\rho$, so $\delta\rho=\chi_0(u+F\delta\rho)$. On $R$ this reads $(1+XF_R)\delta\rho=-Xu_R$, with $u_R$ the projection of $u$ on $R$. Factor out $X$:
\begin{equation}
\epsilon\equiv1-\chi_0F=1+XF_R=XK,\qquad \delta\rho=-K^{-1}u_R .
\end{equation}
The screened response is $\chi=-K^{-1}$. It is negative definite on $R$ exactly when $K>0$, and it diverges when an eigenvalue of $K$ reaches zero. On the dimer, minimizing $(t+g)y^2+2\delta y$ gives $y=-\delta/(t+g)$, the same result, and $\epsilon=1+g/t$.

The matrix $\epsilon$ is not symmetric, but
\begin{equation}
X^{-1/2}\epsilon\,X^{1/2}=X^{1/2}KX^{1/2}=1+X^{1/2}F_RX^{1/2}
\end{equation}
is. The eigenvalues of $\epsilon$ are therefore real. With $\delta\rho=X^{1/2}z$ the form $\delta\rho\cdot K\delta\rho$ becomes $z\cdot X^{1/2}KX^{1/2}z$, a change of coordinates, so $\epsilon$ and $K$ have the same numbers of positive, zero and negative eigenvalues. Stability can be read from $\epsilon$ without inverting $\chi_0$. If $\epsilon_{min}$ is the lowest eigenvalue, then $\delta\rho\cdot K\delta\rho\ge\epsilon_{min}\,z\cdot z=\epsilon_{min}\,\delta\rho\cdot X^{-1}\delta\rho$, and (\ref{minkin}) with (\ref{split}) gives
\begin{equation}
E_2\ \ge\ \min(1,\epsilon_{min})\;2\sum_{ai}D_{ai}|\kappa_{ai}|^2 .
\label{bound}
\end{equation}
The bound is reached, by the lowest mode of $\epsilon$ or by a rotation that leaves the density unchanged, so when real rotations $\alpha_\perp$ exist, as on the ring, the lowest eigenvalue of $\mathcal H$ in the metric $4D$ is $\min(1,\epsilon_{min})$; without them, as on the dimer, it is $\epsilon_{min}$. On the modulated ring the eigenvalues of $\epsilon$ run from $0.796$ to $2.005$, and the lowest eigenvalue of the finite-difference $\mathcal H$ relative to $4D$ is $0.796$; the equality is tested to $10^{-4}$. Because $\epsilon_{min}$ is positive here, replacing every $D_{ai}$ by the gap turns (\ref{bound}) into a lower bound on the lowest eigenvalue of $\mathcal H$ (for negative $\epsilon_{min}$ this replacement is not allowed), namely $0.796\times4\times0.349=1.11$ Ha, below the actual $1.41$ Ha. The relation $\chi=-K^{-1}$ is tested by reconverging the self-consistent density in $v_{ext}\pm10^{-4}u$ for a random $u$.

The same matrix governs linear density mixing. Near $\rho_0$ an input error $e$ gives the output error $\chi_0Fe=(1-\epsilon)e$, and mixing with weight $a$ gives $e\to e+a[(1-\epsilon)e-e]=(1-a\epsilon)e$. To linear order this contracts if and only if $0<a\epsilon_n<2$ for every eigenvalue $\epsilon_n$. A negative eigenvalue drives the iteration away from the state, provided the error has a component along that mode. A starting density with a symmetry that the iteration preserves has no component along symmetry-breaking modes (exactly so when the symmetry is imposed at each step; otherwise rounding errors seed these modes, and the saddle is accepted only if the convergence threshold is met before they have grown), and a Newton step $e\to e-\epsilon^{-1}\epsilon e=0$ needs only an invertible $\epsilon$. Both can converge on a saddle.

If $K>0$ on $R$, the Kohn-Sham state is a strict local minimum among closed-shell determinants; a negative eigenvalue of $K$ makes it a saddle point, and the same signs can be read from $\epsilon$. What remains is to see what changes beyond the finite grid, to release the spin restriction, and to work out the uniform ring in numbers.

Numbers in the example were calculated in double precision.
